Natural-convection limiting current at a vertical copper cathode, with inertia correction

**1. Definitions and conventions**

A flat copper cathode of height L stands upright in still acid copper sulfate. The coordinate x runs upward from its lower edge and y runs from the wall into the liquid; u and v are the velocities along them. The cupric-ion concentration is c, with bulk value c_b, and its diffusivity is D. The viscosity is μ and the bath density is ρ. Define the depletion

θ = 1 − c/c_b.

At the limiting current c = 0 at the wall, so θ = 1 there, and θ → 0 in the bulk. Depleted liquid is lighter by Δρ θ, where

Δρ = (dρ/dc) c_b.

Two dimensionless numbers are needed:

Ra = gΔρL³/(μD), Sc = μ/(ρD).

Ra_x is Ra with L replaced by x. Current densities are given as positive magnitudes. Each ion takes two electrons, so with Faraday constant F

i(x) = 2FDc_b (−∂θ/∂y at y = 0) = 2FDc_b/δ(x).

This defines the diffusion-layer thickness δ: the thickness of a stagnant film with a linear profile that carries the same current. The average thickness δ_av is defined by the same relation with the height-averaged current.

The model assumes steady laminar flow, constant properties, a wide bath that stays uniform, a smooth wall and no gas evolution. Excess sulfuric acid is taken to suppress migration of cupric ions. Its imperfect action is sized in section 6.

**2. Equations and similarity form**

In the thin layer, the vertical pressure gradient is that of the bulk liquid at rest. Subtracting it leaves the buoyancy of the depleted liquid:

ρ(u u_x + v u_y) = μu_yy + gΔρ θ
u_x + v_y = 0
uθ_x + vθ_y = Dθ_yy.

A scale estimate gives the natural variables. Friction against buoyancy gives u ~ gΔρδ²/μ, and convection against diffusion gives u/x ~ D/δ². Eliminating u gives δ⁴ ~ μDx/(gΔρ), or δ ~ x Ra_x^(−1/4). Therefore set

G = (Ra_x/4)^(1/4), η = Gy/x, ψ = 4DG f(η), u = ψ_y, v = −ψ_x.

Continuity then holds identically. Since G ∝ x^(3/4), η_x = −η/(4x), and

u = (4DG²/x) f'
v = −(DG/x)(3f − ηf').

The two convective terms of the ion balance are

uθ_x = −(DG²/x²) ηf'θ'
vθ_y = −(DG²/x²)(3f − ηf')θ'.

The terms in ηf'θ' cancel in the sum. The diffusion term is (DG²/x²)θ'', so

θ'' + 3fθ' = 0. (1)

For the momentum balance, G²/x ∝ x^(1/2). Differentiation gives

u u_x + v u_y = (4D²G⁴/x³)(2f'² − 3ff'').

The friction term is 4μDG⁴f'''/x³, and gΔρ = 4μDG⁴/x³ by the definition of G. Division by gΔρ gives

f''' + θ + (3ff'' − 2f'²)/Sc = 0. (2)

No slip and no flow through the wall require f(0) = f'(0) = 0. Also θ(0) = 1, θ(∞) = 0, and the bulk is at rest, f'(∞) = 0.

**3. Leading order: Sc → ∞**

Within the concentration layer η is of order one, and the inertia in (2) is of relative order 1/Sc. Outside it θ vanishes, and the weak inertia can balance friction only over a distance η of order √Sc. Seen from the concentration layer, the velocity thus levels off before it slowly decays. The leading problem is

f''' + θ = 0, θ'' + 3fθ' = 0, f''(∞) = 0,

with the wall conditions unchanged.

A hand estimate uses the profile θ = (1 − η/h)² for η < h, and zero beyond. Integrating f''' = −θ from the outer edge, where f'' = 0, and then from the wall gives

f'' = (h/3)(1 − η/h)³
f' = (h²/12)[1 − (1 − η/h)⁴].

Integrating (1) over η, with the second term taken by parts, gives the overall ion balance

−θ'(0) = 3∫f'θ dη. (3)

The left side is 2/h. The integral is (h³/12)(1/3 − 1/7) = h³/63. Hence 2/h = h³/21, so h⁴ = 42 and h = 2.546. The wall gradient is then 0.786.

Numerical solution of the leading problem, without an assumed profile, gives

−θ'(0) = 0.7110, f'(∞) = 0.5107.

The hand estimate of the gradient is about 10 % above this value. The local thickness follows from ∂θ/∂y = (G/x)θ' and G = Ra_x^(1/4)/√2:

x/δ(x) = (0.7110/√2) Ra_x^(1/4) = 0.503 Ra_x^(1/4).

Thus δ ∝ x^(1/4) and i ∝ x^(−1/4). The height average of x^(−1/4) is

(1/L)∫₀ᴸ x^(−1/4) dx = (4/3)L^(−1/4),

so the average current is 4/3 of the current at the top, and

δ_av = L/(0.670 Ra^(1/4)), i_av = 2FDc_b/δ_av. (4)

At fixed D, μ and dρ/dc, this gives i_av ∝ c_b^(5/4) L^(−1/4). One power of c_b comes from the amount of copper carried and the remaining quarter from the stronger buoyancy.

The infinite current density at x = 0 is a failure of the thin-layer assumption. That assumption needs δ ≪ x, and δ = x when Ra_x ≈ 16. The singularity is integrable, so a short leading region matters little to the average.

**4. First correction: slow decay of the outer flow**

In the outer region put ζ = η/√Sc and f = √Sc F(ζ). Then f' = F', f'' = F''/√Sc and f''' = F'''/Sc. With θ = 0, equation (2) becomes

F''' + 3FF'' − 2F'² = 0,

with, at leading order, F(0) = 0, F'(0) = U = 0.5107 and F'(∞) = 0. The outer velocity has a slope F''(0) < 0 at its inner edge. Matching this slope changes the condition on the concentration layer to

f'' → −ε, ε = −F''(0)/√Sc.

The first correction is therefore of order Sc^(−1/2), larger than the order 1/Sc suggested by the direct inertia term in the concentration layer.

To estimate ε, integrate the outer equation over ζ. By parts, ∫3FF''dζ = −3∫F'²dζ, hence

F''(0) = −5∫F'²dζ.

With the trial profile F' = U exp(−ζ/l), this reads U/l = 5U²l/2. So l² = 2/(5U), l = 0.885, and F''(0) = −U/l = −0.577.

The changed slope subtracts εη from f' in the concentration layer. Since ∫η(1 − η/h)²dη = h²/12, balance (3) becomes

2/h = h³/21 − εh²/4.

Write h = h₀(1 + s), with h₀⁴ = 42 and s small. Keeping first-order terms and using h₀³/21 = 2/h₀,

−2s/h₀ = 6s/h₀ − εh₀²/4, so s = εh₀³/32 = 0.516 ε.

The wall gradient 2/h falls by the fraction s. The estimated correction is therefore

i_av = i_av(Sc → ∞) [1 − 0.30/√Sc].

Solving the outer and inner problems numerically, without trial profiles, gives F''(0) = −0.562 and s = 0.466 ε, so the accurate coefficient is 0.26 in place of 0.30. Physically, the concentration layer must drag a thick layer of undepleted liquid upward, and this slows its own flow slightly.

**5. A 10 cm cathode**

Take 0.10 mol/L copper sulfate and 1.5 mol/L sulfuric acid near room temperature. Rough typical properties are D = 6.0×10⁻¹⁰ m²/s, μ = 1.30 mPa s, ρ = 1100 kg/m³ and dρ/dc = 0.150 kg/mol. Since c_b = 100 mol/m³, Δρ = 15 kg/m³, or 1.4 % of the bath density. Then

Ra = 9.807 × 15 × (0.10)³/(1.30×10⁻³ × 6.0×10⁻¹⁰) = 1.89×10¹¹
Ra^(1/4) = 659
δ_av = 100 mm/(0.6703 × 659) = 0.226 mm
i_av = 2 × 96485 × 6.0×10⁻¹⁰ × 100/(2.264×10⁻⁴) = 51 A/m² = 5.1 mA/cm².

The thickness is 0.17 mm at 1 cm above the lower edge and 0.30 mm at the top, where the current density is 3.8 mA/cm². The diffusion layer is as thick as the height x itself at x ≈ 0.04 mm, and the part of the plate below that carries roughly 0.3 % of the calculated current. The moving liquid outside the diffusion layer, sized below, is much wider. Its width equals x about 1 cm above the lower edge, and the part below that carries nearly a fifth of the current. The thin-layer equations do not describe the outer flow there. Within the thin-layer theory the outer flow enters the current only through the small correction of section 4. The error from the region where that theory fails is not calculated here.

As a test of the similarity reduction and its powers, the leading-order equations were also marched upward in x and y without similarity variables. The march gives an average of 5.107 mA/cm², against 5.115 from (4). Its exponents are −0.249 for height and 1.250 for concentration.

Here Sc = 1970 and √Sc = 44.4. The hand correction for inertia is −0.30/44.4, or −0.7 %. Numerical solution of (1) and (2) at this Sc gives −0.6 %. The current is insensitive to inertia, but the extent of the flow is not: the rise velocity peaks at about 2.6 mm/s at the top of the plate and falls to a tenth of its peak only 19 mm from the wall. An anode or tank wall closer than this violates the wide-bath assumption, although the diffusion layer is only a fraction of a millimetre thick.

Diffusion alone builds the layer in about δ_av²/(πD) = 27 s. This follows from equating δ_av to √(πDt), the equivalent thickness for diffusion into still liquid. The thick outer flow needs longer: the viscous time ρℓ²/μ is about a minute for its decay length ℓ ≈ 8 mm. In a closed still tank this steady state is only temporary. Depleted liquid gradually collects at the top, and the formula applies only while the bath outside the layer remains nearly uniform.

**6. Effects larger than the inertia correction**

The acid does not remove the electric field completely. Count all acid as H⁺ and HSO₄⁻, with diffusivities 13 and 2 times that of Cu²⁺ (rough values). Count the sulfate of the copper salt as HSO₄⁻ too, so that the acid concentration is that of HSO₄⁻ less that of Cu²⁺. Solving the convective transport of the three ions with electroneutrality, and no wall flux of H⁺ or HSO₄⁻, raises the current by 4.4 % through migration, when copper depletion alone drives the flow.

The same calculation gives an acid excess of 0.016 mol/L at the wall. Its sign can be derived for strong support, where both acid ions have nearly the same bulk concentration. Let σ be the acid excess divided by c_b. Electroneutrality makes the scaled changes of H⁺ and HSO₄⁻ equal to σ + θ and σ − θ. Divide each ion's transport equation by its diffusivity ratio, r_H or r_A, and add. The field terms cancel:

2σ'' + 3f[(1/r_H + 1/r_A)σ' − (1/r_A − 1/r_H)θ'] = 0.

Adding the zero-flux conditions gives σ'(0) = 0. With r_H > r_A, f > 0 and θ' < 0, the θ' term forces σ' < 0 away from the wall. Since σ vanishes in the bulk, it is positive at the wall.

Extra acid is heavy, at 0.060 kg/mol, and opposes the rise. To first order in its weight it lowers the current by 6.5 % and the velocity outside the concentration layer by 28 %. The outer flow suffers more for two reasons. Velocity scales as the square root of the buoyancy and current only as its fourth root, so even a uniform loss of buoyancy would lower the velocity by about twice the fraction. The acid layer also extends beyond the copper layer, and integrating the leading-order momentum equation twice shows that f'(∞) is the integral of η times the buoyancy, so weight far from the wall counts more. A response of 28 % is large for a linear estimate. Solving the same equations with the full acid weight lowers the current by 8 % and the outer velocity by 37 %. Migration and acid weight then partly cancel, leaving the current about 4 % below the value from (4). These figures depend on counting all sulfate as HSO₄⁻, whereas in real acid part of it dissociates to SO₄²⁻. Take that ion's diffusivity as 1.5 times that of Cu²⁺ and let a fifth to a third of the sulfate be dissociated in local equilibrium. The acid excess at the wall then doubles to about 0.03 mol/L, migration adds only about 3 %, and the current ends about 6 % below (4). Complete dissociation gives 0.045 mol/L and about 8 % below (4). The acid weight alone lowers the current by 8 to 9 % in all these cases.

Property changes matter at a similar level. From (4), i_av ∝ D^(3/4)μ^(−1/4). If D were 6 % higher and μ 6 % lower throughout the layer, the current would rise by about 6 %; a variation confined to part of the layer should do less. Electrode heating is weaker. The reversible heat of the electrode reaction, which may be of similar size, is left out here. At an assumed overpotential of 0.40 V the remaining heat flux is 20 W/m². Take a thermal conductivity of 0.6 W/(m K), a thermal diffusivity of 1.4×10⁻⁷ m²/s and an expansion coefficient of 3×10⁻⁴ K⁻¹ (rough values). The Prandtl number is then 8.4, where the coefficient 0.670 of (4) drops to 0.62. If all the heat enters the liquid and convects by itself, the wall warms by 0.14 K. The wall shear scales as the density deficit times the layer thickness, so the thermal layer, 4.1 mm thick, adds 5 to 6 % to it. If the current followed the cube root of this increased shear, it would rise by about 2 %. This crude estimate leaves out two effects: the copper-driven flow also carries heat away and thins the thermal layer, and the faster flow thins the copper layer, which weakens its own buoyancy. Solving the two coupled flows together, with inertia, gives a wall warming of 0.09 K and a current rise of only about 0.7 %, or about 1 % if the expansion coefficient is half as large again.

**7. The real plating cell**

The acid content is typical of acid copper plating, while 0.10 mol/L copper is on the low side. Equation (4) would give 7.5 times the current at 0.5 mol/L if the properties stayed fixed, which they would not at that strength. Production cells usually break the still-bath assumption by stirring, air sparging or solution jets. If agitation thinned the layer to 0.05 mm, for example, the limit would rise to about 23 mA/cm². The still-bath limit of 5.1 mA/cm² corresponds to 6.8 µm of dense copper per hour if all current deposits copper. It is a ceiling and not an operating point, since deposits near the limit tend to become rough or powdery, which also breaks the smooth-wall assumption.

The laminar assumption is plausible here. The Grashof number Ra/Sc is 9.6×10⁷, below the rough value of 10⁹ used for transition on heated plates in air. Carrying that guide over to this large Sc is itself an assumption. On that guide, with the same bath, the laminar formula becomes doubtful above a height of about 20 cm.

For the 10 cm plate, the sized effects on the current are each below 10 %. With the roughness of the input properties, they support a diffusion layer of about 0.2 mm and a limiting current of about 5 mA/cm². Further values are in the numerical output.

Numbers as computed

```
Cathode height: 10.0 cm
Bulk copper sulfate: 0.10 mol/L
Bulk sulfuric acid: 1.50 mol/L
Cupric diffusivity: 6.00e-10 m2/s
Viscosity: 1.30 mPa s
Bath density: 1100 kg/m3
Density slope, copper sulfate: 0.150 kg/mol
Density slope, acid: 0.060 kg/mol
Gravity: 9.80665 m/s2
Faraday constant: 96485.33 C/mol
Density difference: 15.00 kg/m3
Relative density difference: 1.36 %
Rayleigh number: 1.8859e+11 (no unit)
Rayleigh number to 1/4: 658.99 (no unit)
Schmidt number: 1970 (no unit)
Grashof number: 9.575e+07 (no unit)
Wall gradient -theta'(0): 0.71099 (no unit)
Outer speed f'(infinity): 0.51068 (no unit)
Local coefficient: 0.50275 (no unit)
Average coefficient C: 0.67033 (no unit)
Integral-method coefficient: 0.74070 (no unit)
Average Sherwood number: 441.7 (no unit)
Average diffusion thickness: 0.2264 mm
Thickness 1 cm above bottom: 0.1697 mm
Thickness at top: 0.3018 mm
Average limiting current: 5.115 mA/cm2
Same current in SI: 51.15 A/m2
Limiting current at top: 3.836 mA/cm2
March, average current: 5.107 mA/cm2
March, top current: 3.840 mA/cm2
March, height exponent: -0.2493 (no unit)
March, copper exponent: 1.2500 (no unit)
Copper growth at limit: 6.77 um/h
Peak rise velocity at top: 2.55 mm/s
Width to 10% of peak velocity: 18.54 mm
Layer build time: 27.2 s
Current change, inertia: -0.59 %
Proton/cupric diffusivity: 13.0 (no unit)
Bisulfate/cupric diffusivity: 2.0 (no unit)
Current change, migration: 4.41 %
Acid excess at wall: 0.0163 mol/L
Current change, acid weight: -6.5 % (linear)
Outer speed, acid weight: -28.3 % (linear)
Viscosity variation assumed: 6.0 %
Current scale, D and mu variation: 6.0 %
Overpotential for heating: 0.40 V
Electrode heat flux: 20.46 W/m2
Wall temperature rise: 0.130 K
Thermal layer thickness: 3.82 mm
Current change, heating: 1.59 %
```
